# Choosing the Phase-Field Mobility for Diffusion-Controlled Silicide Growth: verification in Python

```python
"""Phase-field growth of a diffusion-controlled silicide, tested against the
sharp-interface parabolic law.

Result under test: the model
    tau phi_t = W^2 phi_xx - phi(1-phi)(1-2phi) + 6 alpha phi(1-phi) u
    (u + Lambda phi)_t = D u_xx
has the diffusion-controlled front s = 2 lambda sqrt(D t) when
    tau = tau_star = 5 alpha Lambda W^2 / D,
and for tau = r tau_star the front lags persistently by (5/6) W (r - 1).

phi: 1 in silicide, 0 in silicon      u: scaled excess metal content
W: interface width parameter (nm)     D: diffusivity (nm^2/s)
Lambda = 1/St: metal content of silicide in the unit of u
alpha: coupling of u to phi           lambda: growth number of the sharp law
Lag is positive when the simulated front is behind the sharp one.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, expit

D = 60.0
STEFAN = 0.05
ALPHA = 0.1
S_START, S_MID, S_END = 10.0, 50.0, 100.0


def growth_number(stefan):
    return brentq(lambda y: np.sqrt(np.pi) * y * np.exp(y * y) * erf(y)
                  - stefan, 1e-8, 3.0, xtol=1e-14)


def sharp_u(x, t, lam):
    return 1.0 - erf(x / (2.0 * np.sqrt(D * t))) / erf(lam)


def simulate(W, ratio, stefan=STEFAN, alpha=ALPHA, refine=1):
    """Return times and front positions at the sharp thicknesses
    S_MID and S_END, for tau = ratio * tau_star."""
    lam = growth_number(stefan)
    capacity = 1.0 / stefan
    tau = ratio * 5.0 * alpha * capacity * W**2 / D
    h = W / (4.0 * refine)
    n_fine = int((S_END + 12.0 * W) / h)
    # fine cells where the front travels, growing cells deep in silicon
    width = np.concatenate([np.full(n_fine, h),
                            h * 1.15**np.arange(1, 62)])
    x = np.cumsum(width) - 0.5 * width
    n = len(x)
    link = 1.0 / np.diff(x)
    left, right = np.zeros(n), np.zeros(n)
    left[1:] = link / width[1:]
    right[:-1] = link / width[:-1]
    wall = 2.0 / h**2            # fixed u = 1 on the metal side

    def laplacian(f):
        out = -(left + right) * f
        out[1:] += left[1:] * f[:-1]
        out[:-1] += right[:-1] * f[1:]
        return out

    blocks = int(np.ceil((S_END - S_START) / (9 * 0.15 * W / refine)))
    steps = 9 * blocks
    times = np.linspace(S_START, S_END, steps + 1)**2 / (4 * lam**2 * D)
    mid_step = 4 * blocks        # sharp thickness S_MID

    u = np.where(x < S_START, sharp_u(x, times[0], lam), 0.0)
    phi = expit((S_START - x) / W)
    u_old, phi_old = u.copy(), phi.copy()

    # unknowns interleaved as u_0, phi_0, u_1, phi_1, ...
    band = np.zeros((5, 2 * n))
    band[4, 0:-2:2] = -D * left[1:]
    band[0, 2::2] = -D * right[:-1]
    band[4, 1:-2:2] = -W**2 * left[1:]
    band[0, 3::2] = -W**2 * right[:-1]
    diag_u = D * (left + right)
    diag_u[0] += D * wall
    diag_phi = W**2 * (left + right)
    residual = np.empty(2 * n)
    found = []
    for k in range(1, steps + 1):
        dt = times[k] - times[k - 1]
        if k == 1:
            a0, a1, a2, w = 1.0, -1.0, 0.0, 0.0
        else:
            w = dt / (times[k - 1] - times[k - 2])
            a0 = (1 + 2 * w) / (1 + w)
            a1, a2 = -(1 + w), w * w / (1 + w)
        past_phi = a1 * phi + a2 * phi_old
        past_c = a1 * u + a2 * u_old + capacity * past_phi
        u_new = u + w * (u - u_old)
        phi_new = phi + w * (phi - phi_old)
        for _ in range(25):
            q = phi_new * (1 - phi_new)
            flux_u = D * laplacian(u_new)
            flux_u[0] += D * wall * (1.0 - u_new[0])
            residual[0::2] = (a0 * (u_new + capacity * phi_new)
                              + past_c) / dt - flux_u
            residual[1::2] = (tau * (a0 * phi_new + past_phi) / dt
                              - W**2 * laplacian(phi_new)
                              + q * (1 - 2 * phi_new)
                              - 6 * alpha * q * u_new)
            band[2, 0::2] = a0 / dt + diag_u
            band[2, 1::2] = (tau * a0 / dt + diag_phi + 1 - 6 * q
                             - 6 * alpha * (1 - 2 * phi_new) * u_new)
            band[1, 1::2] = capacity * a0 / dt
            band[3, 0::2] = -6 * alpha * q
            change = solve_banded((2, 2), band, -residual,
                                  check_finite=False)
            u_new = u_new + change[0::2]
            phi_new = phi_new + change[1::2]
            if np.max(np.abs(change)) < 1e-8:
                break
        else:
            raise AssertionError("Newton iteration did not converge")
        u_old, phi_old, u, phi = u, phi, u_new, phi_new
        if k in (mid_step, steps):
            found.append((times[k], np.sum(phi * width)))
    return found


def persistent_lag(found):
    """Remove the start-up time shift, whose lag decays as 1/s."""
    lag_mid = S_MID - found[0][1]
    lag_end = S_END - found[1][1]
    return (S_END * lag_end - S_MID * lag_mid) / (S_END - S_MID)


def calibrated_ratio(lag_at_0, lag_at_2):
    return -2.0 * lag_at_0 / (lag_at_2 - lag_at_0)


# Sharp solution: diffusion equation and global metal balance
lam = growth_number(STEFAN)
Lambda = 1.0 / STEFAN
K_sharp = 4 * lam**2 * D
t_end = S_END**2 / K_sharp
dx, dtime = 0.5, 1.0
u_t = (sharp_u(40, t_end + dtime, lam)
       - sharp_u(40, t_end - dtime, lam)) / (2 * dtime)
u_xx = (sharp_u(40 + dx, t_end, lam) - 2 * sharp_u(40, t_end, lam)
        + sharp_u(40 - dx, t_end, lam)) / dx**2
assert abs(u_t / (D * u_xx) - 1) < 1e-4


def supply_rate(root_t):
    eps = 1e-4 * root_t * np.sqrt(D)
    return D * (1 - sharp_u(eps, root_t**2, lam)) / eps * 2 * root_t


supplied = quad(supply_rate, 0, np.sqrt(t_end))[0]
excess = quad(lambda y: sharp_u(y, t_end, lam), 0, S_END)[0]
assert abs(supplied / (excess + Lambda * S_END) - 1) < 1e-6

# Interface integrals from the resting profile, lengths in units of W
z = np.linspace(-40, 40, 80001)
profile = expit(-z)
slope = np.gradient(profile, z)
raised = cumulative_trapezoid(1 - profile, z, initial=0)
weight = -6 * profile * (1 - profile) * slope
slope_integral = trapezoid(slope**2, z)
raise_mean = trapezoid(weight * raised, z)
assert abs(slope_integral - 1 / 6) < 1e-5
assert abs(raise_mean - 5 / 6) < 1e-5


# A displaced front must satisfy the flux balance up to second order
def flux_error(shift):
    v = S_END / (2 * t_end)
    beta = Lambda * shift / D
    s = S_END - shift
    e = 1e-3

    def silicon_u(y):
        return beta * v * np.exp((S_END**2 - y**2) / (4 * D * t_end))
    grad_in = (sharp_u(s + e, t_end, lam)
               - sharp_u(s - e, t_end, lam)) / (2 * e)
    grad_out = (silicon_u(s + e) - silicon_u(s - e)) / (2 * e)
    return Lambda * v + D * grad_in - D * grad_out


error_ratio = flux_error(4.0) / flux_error(2.0)
assert abs(error_ratio - 4) < 0.3

# Phase-field runs: infinite, calibrated and half the calibrated mobility
rows = []
for W in (2.0, 1.0, 0.5):
    runs = {r: simulate(W, r) for r in (0.0, 1.0, 2.0)}
    lags = {r: persistent_lag(runs[r]) for r in runs}
    root = calibrated_ratio(lags[0.0], lags[2.0])
    final_lag = S_END - runs[1.0][1][1]
    K_runs = {r: (runs[r][1][1]**2 - runs[r][0][1]**2)
              / (runs[r][1][0] - runs[r][0][0]) for r in runs}
    rows.append((W, lags, root, final_lag, K_runs))
fine_lags = [persistent_lag(simulate(1.0, r, refine=2)) for r in (0.0, 2.0)]
fine_root = calibrated_ratio(*fine_lags)
other_lags = [persistent_lag(simulate(1.0, r, stefan=0.3, alpha=0.2))
              for r in (0.0, 2.0)]
other_root = calibrated_ratio(*other_lags)

# Neglected effects; the material inputs are rough
T, E_act = 573.0, 1.5
k_eV = constants.k / constants.e
heat_gain = np.exp(E_act / k_eV * (1 / T - 1 / (T + 5))) ** 0.5 - 1
reaction_speed = STEFAN * D / 1.0
grain_rise = 0.20
slow_time = quad(lambda s: 2 * s * (1 + grain_rise * s / S_END) / K_sharp,
                 0, S_END)[0]
vol_ni = 0.352**3 / 4
vol_si = 0.543**3 / 8
vol_ni2si = 0.499 * 0.372 * 0.706 / 4
ni_used = S_END * 2 * vol_ni / vol_ni2si
si_used = S_END * vol_si / vol_ni2si
ni_areal = 2 * S_END / vol_ni2si * 1e14
solubility, wafer_cm = 1e15, 0.05
dissolved = solubility * wafer_cm / ni_areal

print(f"Inputs: D = {D:.1f} nm^2/s, St = {STEFAN:.3f}, alpha = {ALPHA:.2f}")
print(f"Start, middle, end thickness: {S_START:.0f}, {S_MID:.0f},"
      f" {S_END:.0f} nm")
print(f"Growth number lambda = {lam:.6f}")
print(f"Sharp parabolic constant K = {K_sharp:.4f} nm^2/s"
      f" = {K_sharp * 1e-14:.3e} cm^2/s")
print(f"Small-St estimate 2 D St = {2 * D * STEFAN:.4f} nm^2/s")
print(f"Time to end thickness = {t_end:.1f} s = {t_end / 60:.2f} min")
print(f"Metal supplied / metal stored = "
      f"{supplied / (excess + Lambda * S_END):.8f}")
print(f"Integral of squared slope times W = {slope_integral:.6f}")
print(f"Weighted mean of logarithm = {raise_mean:.6f}")
print(f"Flux error ratio, shift 4 nm to 2 nm = {error_ratio:.4f}")
for W, lags, root, final_lag, K_runs in rows:
    tau_star = 5 * ALPHA * Lambda * W**2 / D
    print(f"W = {W:.1f} nm: 10-90% width {2 * np.log(9) * W:.2f} nm,"
          f" tau* = {tau_star:.5f} s, 1/tau* = {1 / tau_star:.4f} 1/s")
    print(f"  persistent lag, r = 0, 1, 2: {lags[0.0]:.4f},"
          f" {lags[1.0]:.4f}, {lags[2.0]:.4f} nm; 5W/6 = {5 * W / 6:.4f} nm")
    print(f"  calibrated r = {root:.4f};"
          f" calibrated tau = {root * tau_star:.5f} s")
    print(f"  r = 1: lag at end thickness = {final_lag:.5f} nm")
    print(f"  K from runs, r = 0, 1, 2: {K_runs[0.0]:.4f},"
          f" {K_runs[1.0]:.4f}, {K_runs[2.0]:.4f} nm^2/s")
print(f"W = 1 nm, cells and steps halved: calibrated r = {fine_root:.4f}")
print(f"W = 1 nm, St = 0.3, alpha = 0.2: calibrated r = {other_root:.4f}")
print(f"Reaction speed k_r giving 1 nm lag = {reaction_speed:.2f} nm/s")
print(f"Rough inputs: T = {T:.0f} K, activation energy = {E_act:.1f} eV")
print(f"Thickness gain at fixed time for +5 K = {100 * heat_gain:.1f} %")
print(f"Extra time if grains grow by {100 * grain_rise:.0f} %"
      f" = {100 * (slow_time / t_end - 1):.1f} %")
print(f"Rough atomic volumes: Ni {vol_ni:.5f}, Si {vol_si:.5f} nm^3;"
      f" Ni2Si formula unit {vol_ni2si:.5f} nm^3")
print(f"Film consumed: Ni {ni_used:.1f} nm, Si {si_used:.1f} nm")
print(f"Rough solubility bound {solubility:.0e} cm^-3,"
      f" wafer {wafer_cm * 10:.1f} mm")
print(f"Ni dissolved in wafer / Ni in silicide < {dissolved:.1e}")

# Tolerances allow for finite W/s, cell size W/4 and decaying start-up
for W, lags, root, final_lag, K_runs in rows:
    unit = 5 * W / 6
    assert abs((lags[2.0] - lags[0.0]) / (2 * unit) - 1) < 0.06
    assert abs(lags[1.0]) < 0.10 * unit
    assert abs(final_lag) < 0.10 * unit
    assert abs(root - 1) < 0.10
assert abs(rows[-1][2] - 1) < 0.03
assert abs(rows[-1][4][1.0] / K_sharp - 1) < 0.002
assert abs(fine_root - 1) < 0.04
assert abs(fine_root - rows[1][2]) < 0.02
assert abs(other_root - 1) < 0.05
print("all tests passed")
```

Output:

```
Inputs: D = 60.0 nm^2/s, St = 0.050, alpha = 0.10
Start, middle, end thickness: 10, 50, 100 nm
Growth number lambda = 0.156821
Sharp parabolic constant K = 5.9023 nm^2/s = 5.902e-14 cm^2/s
Small-St estimate 2 D St = 6.0000 nm^2/s
Time to end thickness = 1694.3 s = 28.24 min
Metal supplied / metal stored = 1.00000000
Integral of squared slope times W = 0.166667
Weighted mean of logarithm = 0.833333
Flux error ratio, shift 4 nm to 2 nm = 4.0080
W = 2.0 nm: 10-90% width 8.79 nm, tau* = 0.66667 s, 1/tau* = 1.5000 1/s
  persistent lag, r = 0, 1, 2: -1.6716, 0.0354, 1.7520 nm; 5W/6 = 1.6667 nm
  calibrated r = 0.9765; calibrated tau = 0.65100 s
  r = 1: lag at end thickness = 0.05618 nm
  K from runs, r = 0, 1, 2: 6.0341, 5.8995, 5.7647 nm^2/s
W = 1.0 nm: 10-90% width 4.39 nm, tau* = 0.16667 s, 1/tau* = 6.0000 1/s
  persistent lag, r = 0, 1, 2: -0.8394, 0.0118, 0.8653 nm; 5W/6 = 0.8333 nm
  calibrated r = 0.9849; calibrated tau = 0.16414 s
  r = 1: lag at end thickness = 0.01734 nm
  K from runs, r = 0, 1, 2: 5.9684, 5.9013, 5.8342 nm^2/s
W = 0.5 nm: 10-90% width 2.20 nm, tau* = 0.04167 s, 1/tau* = 24.0000 1/s
  persistent lag, r = 0, 1, 2: -0.4206, 0.0044, 0.4300 nm; 5W/6 = 0.4167 nm
  calibrated r = 0.9889; calibrated tau = 0.04120 s
  r = 1: lag at end thickness = 0.00582 nm
  K from runs, r = 0, 1, 2: 5.9354, 5.9019, 5.8684 nm^2/s
W = 1 nm, cells and steps halved: calibrated r = 0.9902
W = 1 nm, St = 0.3, alpha = 0.2: calibrated r = 0.9845
Reaction speed k_r giving 1 nm lag = 3.00 nm/s
Rough inputs: T = 573 K, activation energy = 1.5 eV
Thickness gain at fixed time for +5 K = 14.0 %
Extra time if grains grow by 20 % = 13.3 %
Rough atomic volumes: Ni 0.01090, Si 0.02001 nm^3; Ni2Si formula unit 0.03276 nm^3
Film consumed: Ni 66.6 nm, Si 61.1 nm
Rough solubility bound 1e+15 cm^-3, wafer 0.5 mm
Ni dissolved in wafer / Ni in silicide < 8.2e-05
all tests passed
```
